Choosing the Displacement for a Central-Difference Force Constant

**Problem**

The lattice vibrations of hafnia, an oxide used in ferroelectric memory capacitors, can be computed from density-functional forces. One atom is displaced by a small distance, the forces are computed, and a force constant follows from a finite difference. A large displacement samples the departure of the force from a straight line as well as its slope. A small displacement produces a force change that is hard to distinguish from the numerical error of the forces. Somewhere between lies the best choice.

Consider one oxygen atom moving along a line, with all other atoms fixed. Its displacement from the reference geometry is x, its energy is V(x), and the force on it is F(x) = −V′(x). The force constant is the static curvature of the energy at the reference geometry,

k = V″(0) = −F′(0).

It is estimated from two computed forces at displacements +h and −h:

k_est = −[F(+h) − F(−h)]/(2h).

Each computed force carries an error of size s = 0.0001 eV/Å, taken to have the same size at every h and to vary irregularly, not smoothly, from one geometry to the next. The third derivative of the force has magnitude M = |F‴(0)| = 300 eV/Å⁴.

(a) Which h makes the total error of k_est smallest, and how large is that error?

(b) Does the answer depend on whether s is a strict bound or a standard deviation?

(c) How much is lost if h is chosen differently, or if a one-sided difference is used?

(d) For an oxygen atom in a definite model well, what does the remaining error mean for the vibration, and which neglected effects are larger?

For (c) and (d), take the Morse well

V(x) = D(1 − e^(−ax))², with a = 2 Å⁻¹,

and fix D by the given M.

**First estimate by scaling**

The noise in the difference of two forces is of order s. Division by a length of order h makes its contribution to k of order s/h.

The truncation error comes from the part of F that is not linear in x. The quadratic part of F has the same value at +h and −h and drops out of the difference. The first part that survives is cubic, of order Mh³, and division by h leaves Mh².

Without numerical factors, the two errors are comparable when

s/h ~ Mh², so that h ~ (s/M)^(1/3).

With the given values,

s/M = 0.0001/300 Å³ = 3.33 × 10⁻⁷ Å³, h ~ 0.007 Å.

The corresponding error is of order

s/h ~ (s²M)^(1/3) = (3 × 10⁻⁶)^(1/3) eV/Å² ≈ 0.014 eV/Å².

This argument fixes the powers of s and M, but not the numerical factors. It also equates two errors, whereas the question asks for the smallest total. Those are different conditions.

**Exact solution of the leading-order error model**

*Truncation.* Write F₀, F₁, F₂, … for the force and its successive derivatives at x = 0. Taylor expansion gives

F(+h) = F₀ + F₁h + F₂h²/2 + F₃h³/6 + F₄h⁴/24 + F₅h⁵/120 + …

F(−h) = F₀ − F₁h + F₂h²/2 − F₃h³/6 + F₄h⁴/24 − F₅h⁵/120 + …

On subtraction the even terms cancel and the odd terms double:

F(+h) − F(−h) = 2F₁h + F₃h³/3 + F₅h⁵/60 + …

Division by −2h, with k = −F₁, gives

k_est = k − F₃h²/6 − F₅h⁴/120 − …

The leading truncation error therefore has magnitude Mh²/6. Its sign is opposite to that of F₃. Keeping this term alone is justified when the next one is much smaller, which is checked below for the model well.

*Noise.* Let the two computed forces contain errors e₊ and e₋. They add to k_est the amount

−(e₊ − e₋)/(2h).

Suppose first that s is a strict bound, |e₊| ≤ s and |e₋| ≤ s. The difference e₊ − e₋ then has magnitude at most 2s, reached when the errors have opposite signs and full size. The noise contribution is at most s/h. Since either sign is possible, it can add to the truncation error, and the worst-case total is

E(h) = s/h + Mh²/6.

*The minimum.* Differentiation gives

E′(h) = −s/h² + Mh/3.

Setting this to zero and multiplying by 3h²/M gives

h³ = 3s/M, or h* = (3s/M)^(1/3).

The second derivative, E″(h) = 2s/h³ + M/3, is positive for every h > 0. The stationary point is thus the only minimum. Numerically,

3s/M = 3 × 0.0001/300 Å³ = 10⁻⁶ Å³,

h* = 0.01 Å = 1 pm.

To find the error at this step, use Mh*³ = 3s in the truncation part:

Mh*²/6 = Mh*³/(6h*) = 3s/(6h*) = s/(2h*).

The noise part is s/h*, twice as large. The total is

E* = s/h* + s/(2h*) = 3s/(2h*) = 0.010 + 0.005 = 0.015 eV/Å².

The factor of two has a simple origin. For a total A/h + Bhᵖ, with A, B and p positive, the condition of zero slope is A/h² = pBhᵖ⁻¹. Multiplied by h, it reads A/h = pBhᵖ. At the optimum the noise is p times the truncation error, and here p = 2. The two errors balance in their rates of change with h, not in their sizes.

*Random noise.* Now let e₊ and e₋ be independent, with zero mean and standard deviation s. The variance of their difference is s² + s² = 2s², so the variance of the noise contribution is

2s²/(4h²) = s²/(2h²).

The truncation error is a fixed number. Its product with the noise averages to zero, so the mean-square total is

R²(h) = s²/(2h²) + M²h⁴/36.

Its derivative is

d(R²)/dh = −s²/h³ + M²h³/9.

This vanishes when h⁶ = 9s²/M², which is again h³ = 3s/M. The derivative is negative below this point and positive above it, so the point is the minimum. Inserting Mh*²/6 = s/(2h*) gives

R*² = s²/(2h*²) + s²/(4h*²) = 3s²/(4h*²),

R* = (√3/2)s/h* = 0.00866 eV/Å².

The optimal step is the same, while the quoted error is smaller because it is a root-mean-square value and not a bound.

The agreement of the two steps is a coincidence of factors. Let the noise contribution have size αs/h. Adding it linearly to the truncation error gives h³ = 3αs/M. Adding it in squares gives the condition −2α²s²/h³ + M²h³/9 = 0, hence h³ = 3√2 αs/M. The strict bound has α = 1 and linear addition; independent noise has α = 1/√2 and addition in squares. The factor √2 cancels.

It no longer cancels when the two errors are correlated. For a correlation coefficient r < 1, the variance of e₊ − e₋ is 2s²(1 − r), and the optimum becomes

h = h*(1 − r)^(1/6).

A common part of the two errors cancels in the difference, so a smaller step can be afforded. The sixth root makes the effect weak for moderate correlation: r = 0.5 gives 0.0089 Å. Strong correlation matters more: r = 0.99 gives 0.0046 Å.

*The model well.* Expanding the square gives

V(x) = D(1 − 2e^(−ax) + e^(−2ax)).

Each derivative brings down a factor −a from the first exponential and −2a from the second. At x = 0, for n ≥ 1,

V⁽ⁿ⁾(0) = D(−a)ⁿ(2ⁿ − 2).

The first derivative is zero, so x = 0 is the minimum. The next three are

V″ = 2Da², V‴ = −6Da³, V⁗ = 14Da⁴.

Since F = −V′, the third force derivative is F₃ = −V⁗, which is negative. Its given magnitude fixes

D = 300/(14 × 2⁴) eV = 1.339 eV,

k = 2 × 1.339 × 2² eV/Å² = 10.71 eV/Å²,

V‴ = −6 × 1.339 × 2³ eV/Å³ = −64.3 eV/Å³.

The error of 0.015 eV/Å² is 0.14 percent of k. Because F₃ is negative, truncation makes k_est too large, by 0.005 eV/Å². The noise can shift it by up to 0.010 eV/Å² either way. The error therefore lies between −0.005 and +0.015 eV/Å².

This interval matters most for a soft coordinate, whose curvature is close to zero. With the same s, F₃ and h, an unstable curvature of −0.01 eV/Å² could be reported as stable. A small relative error for a stiff bond gives no such assurance for a soft one.

The next truncation term, −F₅h⁴/120, is 4.4 × 10⁻⁷ eV/Å² at h*, about one part in ten thousand of the leading term. Keeping only the leading truncation term is well justified here. As a test, the worst-case error was minimised over h using the full Morse forces and all sign combinations of the two force errors. The step found was 0.01000 Å. A second test used 400,000 random pairs of independent errors and minimised the sampled root-mean-square error; it also gave 0.01000 Å, with a sampling scatter of about 0.00001 Å.

**Comparison of the estimate and the solution**

The scaling estimate has the correct powers of s and M. Its step is smaller than the optimum by the factor 3^(−1/3) ≈ 0.69. To see what this costs, write h = ch* in the worst-case error:

E(ch*) = s/(ch*) + c²s/(2h*).

Division by E* = 3s/(2h*) gives

E(ch*)/E* = (2/c + c²)/3.

For c = 0.69 the ratio is 1.12. A step chosen by scaling alone thus has a worst-case error 12 percent above the minimum. The estimated error, 0.014 eV/Å², is closer still to the minimum of 0.015 eV/Å², because the omitted factors nearly compensate: E* = (3/2) × 3^(−1/3) × (s²M)^(1/3) ≈ 1.04(s²M)^(1/3).

Restoring the factors but still demanding equal errors gives s/h = Mh²/6, so h³ = 6s/M and h = 2^(1/3)h* = 0.0126 Å. The total is 0.0159 eV/Å², 6 percent above the minimum.

Near the optimum, set c = 1 + δ. To second order, 2/c = 2 − 2δ + 2δ² and c² = 1 + 2δ + δ². The linear terms cancel, leaving

E/E* ≈ 1 + δ².

A 10 percent change of step costs about 1 percent in the error. Larger departures cost more, as the full Morse forces show for fixed s:

- h = 0.0025 Å: worst-case error 0.040 eV/Å²
- h = 0.005 Å: 0.021 eV/Å²
- h = 0.01 Å: 0.015 eV/Å²
- h = 0.02 Å: 0.025 eV/Å²
- h = 0.04 Å: 0.083 eV/Å²

Far below the optimum, halving h nearly doubles the error, since noise dominates. Far above it, doubling h nearly quadruples the error, since truncation dominates.

*Finding M.* If M is not known beforehand, two deliberately large steps can supply it. From the leading truncation term,

|k_est(2h) − k_est(h)| = (M/6)(4h² − h²) = Mh²/2.

For h = 0.02 Å, the noise-free truncation errors at 0.02 and 0.04 Å are 0.0200 and 0.0801 eV/Å². Their difference gives

M = 2 × 0.0601/0.02² eV/Å⁴ ≈ 300 eV/Å⁴.

Noise can alter this difference by at most s/h + s/(2h) = 0.0075 eV/Å², about 12 percent. The cube root reduces this to about 4 percent in h*. By the relation E/E* ≈ 1 + δ², a step wrong by 4 percent raises the worst-case error by only about 0.2 percent.

*Better forces.* Substituting h* into E* = 3s/(2h*) shows that E* varies as s^(2/3) at fixed M. With forces ten times more accurate, the best step falls to 0.0046 Å and the error to 0.0032 eV/Å², an improvement by 4.6 and not by ten. If the step stays at 0.01 Å, the truncation error of 0.005 eV/Å² remains, and part of even this gain is lost.

*One-sided difference.* The estimate −[F(h) − F(0)]/h has the leading truncation error |F₂|h/2, with F₂ = −V‴ = 64.3 eV/Å³. Its worst noise is 2s/h. The total

G(h) = 2s/h + |F₂|h/2

has zero slope when 2s/h² = |F₂|/2, so

h = 2√(s/|F₂|) = 0.0025 Å.

Each part then equals √(s|F₂|), and the total is 2√(s|F₂|) = 0.16 eV/Å². In this well the best one-sided difference has about eleven times the worst-case error of the best central one. Most of the gain comes from the cancellation of F₂; the rest comes from the smaller noise, s/h against 2s/h. Where symmetry makes F₂ zero, the one-sided total becomes 2s/h + Mh²/6, whose minimum is only 2^(2/3) ≈ 1.6 times the central one. If F(0) is also known exactly, the two worst-case minima are equal; for independent random noise the one-sided root-mean-square minimum is still 2^(1/3) ≈ 1.26 times the central one.

*Where the rule changes.* If F₃ vanishes, the formula for h* diverges, and the next term must be used. The total s/h + |F₅|h⁴/120 has its minimum at h⁵ = 30s/|F₅|. The rule also changes when the force error is a smooth function e(x) of the atomic position, as an error tied to a fixed real-space grid can be. For h small compared with the length over which e varies, its contribution is then

−[e(h) − e(−h)]/(2h) ≈ −e′(0).

This neither grows as h decreases nor disappears at the optimal step. No choice among such small steps removes it; it is reduced at its source, for example by refining the grid. An error periodic in the grid spacing also cancels when 2h equals that spacing, at the price of the truncation error of that step. The error left by a self-consistency cycle stopped at a finite tolerance can behave in the same way when both geometries start from the same kind of atomic guess and stop after the same number of cycles. For CO at a bond length of 1.128 Å in Hartree–Fock theory, with a 6-31G basis, a minimal-basis atomic guess and an energy tolerance of 10⁻⁷ hartree, it shifts k_est by about 0.002 eV/Å² at both h = 0.01 and 0.0025 Å, while s/h, with s the larger of the two force errors, rises from 0.020 to 0.074 eV/Å². These digits depend on the solver: changes to the convergence acceleration or to the final cycle move the shift between 0.0015 and 0.0022 eV/Å² and s/h at 0.01 Å between 0.008 and 0.025 eV/Å², and a cc-pVDZ basis gives a shift of about 0.0004 eV/Å². In each of these cases the shift stays nearly the same at the two steps. The bound s/h still holds in such a case, but it is pessimistic, and h* is then not the true optimum. This behaviour depends on the settings. With a guess built from self-consistent atomic densities the two geometries at h = 0.01 Å stop after six and seven cycles, and the shift jumps to 0.036 eV/Å². When both start from the density of the reference geometry, the shift is 0.037 and 0.081 eV/Å² at the two steps, close to the full s/h.

*Imperfect relaxation.* Suppose the reference geometry has a residual force f = 0.001 eV/Å. Near the minimum F ≈ −kx, so the atom sits at

x = −f/k = −0.001/10.71 Å = −9.3 × 10⁻⁵ Å.

The curvature there differs from that at the minimum by

V‴x = (−64.3)(−9.3 × 10⁻⁵) eV/Å² = 0.006 eV/Å².

The force offset itself cancels in the central difference; the displaced reference does not. In this example the shift exceeds the truncation error at h*, so the relaxation needs care as well as the choice of step.

*The vibration.* With the lattice fixed, the harmonic angular frequency is ω = √(k/m). For a small error δk,

δω/ω = δk/(2k).

With m = 15.999 u the harmonic wavenumber is 426.7 cm⁻¹, and an error of 0.015 eV/Å² changes it by 0.3 cm⁻¹.

Two neglected physical effects are larger. Numerical diagonalization of the Hamiltonian in the Morse well places the first transition at 418.3 cm⁻¹, which is 8.4 cm⁻¹ below the harmonic value. The next transition lies at 409.9 cm⁻¹. At 300 K the first excited level has 0.13 times the population of the ground level, so this transition also contributes. Secondly, if the oxygen atom vibrates against one free hafnium atom of mass 178.49 u, the reduced mass replaces m. This raises the harmonic wavenumber by 18.7 cm⁻¹. Neither effect is an error of k, which is a static curvature. Both limit how well a fixed-lattice harmonic frequency describes a vibration, however well h is chosen.

*The real material.* The single Morse well is a model, and its parameters were not fitted to hafnia. Oxygen in hafnia has several hafnium neighbours, whose contributions to V‴ can partly cancel, and a crystal vibration involves a matrix of force constants. The anharmonic shift depends on V‴ in size and in sign: in a quartic well with the same k and V⁗ it is +7.1 cm⁻¹ for V‴ = 0 and only +0.2 cm⁻¹ for V‴ at 0.7 of the Morse value, and it reaches −7.7 cm⁻¹ at the full Morse value. The −8.4 cm⁻¹ thus reflects the unfitted V‴ of the model and does not carry over to the real material. The value of M will differ between sites and directions. If it is three times larger or smaller at fixed s, the optimal step changes by a factor of 3^(1/3) ≈ 1.4, to about 0.007 or 0.014 Å. A force error of 0.001 eV/Å at fixed M would move it to about 0.02 Å. The value 0.01 Å thus belongs to the stated s and M; for other calculations the rule to carry over is h* = (3s/M)^(1/3), provided the force errors at +h and −h are not a smooth function of position. Whether the scatter of k_est grows as 1/h has to be judged from many small steps. Take three steps, each half the one before and the largest no greater than h*, with independent noise. The change in k_est between the two smaller steps then exceeds the change between the two larger ones only about seven times in ten. With larger steps truncation enters and the fraction is lower still.

Table of computed values

```
force noise s = 0.0001 eV/A
third force derivative, magnitude M = 300 eV/A^4
Morse range parameter a = 2.0 1/A
Morse depth D = 1.3393 eV
true force constant k = 10.7143 eV/A^2
third energy derivative = -64.29 eV/A^3
optimal step, formula = 0.01000 A = 1.000 pm
optimal step, worst-case search = 0.01000 A
optimal step, random-noise search = 0.01000 A
noise part at optimum = 0.01000 eV/A^2
truncation part at optimum = 0.00500 eV/A^2
least worst-case error = 0.01500 eV/A^2
relative worst-case error = 0.140 percent
least rms error, formula = 0.00866 eV/A^2
least rms error, sampled = 0.00866 eV/A^2
step (A), noise, truncation, worst total (eV/A^2):
  0.0025  0.04000  0.00031  0.04031
  0.0050  0.02000  0.00125  0.02125
  0.0100  0.01000  0.00500  0.01500
  0.0200  0.00500  0.02001  0.02501
  0.0400  0.00250  0.08011  0.08261
step with equal parts = 0.01260 A
worst error with equal parts = 0.01587 eV/A^2
ratio to least error = 1.0583
noise ten times smaller: step = 0.00464 A
noise ten times smaller: error = 0.00323 eV/A^2
error reduction factor = 4.642
forward difference: best step = 0.00250 A
forward difference: least error = 0.1600 eV/A^2
forward/central error ratio = 10.67
next truncation term = 4.43e-07 eV/A^2
noise correlation tried = 0.5
optimal step with that correlation = 0.00891 A
residual force tried = 0.0010 eV/A
offset from minimum = -9.33e-05 A
shift of k from that offset = 0.00600 eV/A^2
oxygen mass = 15.999 u, hafnium mass = 178.49 u
harmonic wavenumber = 426.74 cm^-1
its error from worst error in k = 0.299 cm^-1
anharmonic fundamental = 418.31 cm^-1
anharmonic shift = -8.43 cm^-1
first hot band = 409.88 cm^-1
temperature = 300 K
population ratio, level 1 to 0 = 0.1345
shift from hafnium recoil = 18.72 cm^-1
```
